# Phase Separation of an Adsorbed Layer in the Bragg-Williams Approximation: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Bragg-Williams lattice gas: phase separation exists only for z*w > 4*k*T.

z      number of nearest neighbours of a site
w      energy gained per occupied nearest-neighbour pair (counted once)
eps    binding energy of an isolated adatom, from the bottom of its well
theta  coverage (occupied fraction of sites);  m = 2*theta - 1
a      z*w/(k*T);  b = w/(k*T)
Free energies called 'reduced' are per site, divided by k*T, and omit the
part linear in theta, which cannot affect phase separation.
The mean-field results are tested against enumeration, finite sums,
brute-force searches and transfer matrices of the true lattice gas.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, logsumexp

k, h, eV = const.k, const.h, const.e
torr = const.torr

# ---------- rough example parameters: indium on a square site array ----------
z = 4
w = 0.15 * eV
eps = 2.5 * eV
T = 800.0
T_hot = 1200.0
spacing = 0.32e-9
quantum = 0.010 * eV          # vibrational quantum, same in three directions
mass = 114.818 * const.atomic_mass
g_gas = 2                     # ground doublet of the free indium atom
theta_total = 0.30


# ---------- derived mean-field formulas ----------
def order_parameter(t):
    """Positive root of m = tanh(m/t), with t = T/Tc < 1."""
    return brentq(lambda m: np.tanh(m / t) - m, 1e-3, 1.0, xtol=1e-14)


def reduced_f(theta, a):
    return (theta * np.log(theta) + (1 - theta) * np.log(1 - theta)
            - a * theta**2 / 2)


def log_pressure(theta, a):
    """Logarithm of pressure relative to the coexistence pressure."""
    return np.log(theta / (1 - theta)) - a * (theta - 0.5)


Tc = z * w / (4 * k)
a = z * w / (k * T)
m_bw = order_parameter(T / Tc)
dilute, dense = (1 - m_bw) / 2, (1 + m_bw) / 2
spin_low = (1 - np.sqrt(1 - 4 / a)) / 2
m_hot = order_parameter(T_hot / Tc)

# ---------- enumeration of all states of a periodic 4 x 4 lattice ----------
sites = 16
states = (np.arange(2**sites)[:, None] >> np.arange(sites)) & 1
grid = states.reshape(-1, 4, 4)
pairs = (grid * np.roll(grid, 1, axis=1)
         + grid * np.roll(grid, 1, axis=2)).sum(axis=(1, 2))
number = states.sum(axis=1)
b_at_Tc = w / (k * Tc)
for n in range(sites + 1):
    chosen = pairs[number == n]
    random_mean = (z * sites / 2) * n * (n - 1) / (sites * (sites - 1))
    assert abs(chosen.mean() - random_mean) < 1e-10
    log_exact = logsumexp(b_at_Tc * chosen)
    log_random = np.log(len(chosen)) + b_at_Tc * random_mean
    assert log_exact >= log_random - 1e-10
half = pairs[number == 8]
boltz = np.exp(b_at_Tc * half)
pairs_random = half.mean()
pairs_true = (half * boltz).sum() / boltz.sum()
assert pairs_true > pairs_random
# At the symmetric chemical potential the mean coverage is one half.
b = w / (k * T)
weight = np.exp(b * pairs - z * b / 2 * number)
assert abs((weight * number).sum() / weight.sum() / sites - 0.5) < 1e-10

# ---------- finite model with equal coupling between all pairs ----------
M = 4000
N = np.arange(M + 1)
log_count = gammaln(M + 1) - gammaln(N + 1) - gammaln(M - N + 1)
pair_term = N * (N - 1) / (2 * (M - 1))


def log_prob(a_value):
    return log_count + a_value * (pair_term - N / 2)


def centre_step(temperature):
    lp = log_prob(z * w / (k * temperature))
    return lp[M // 2 + 1] - lp[M // 2]


# Temperature at which the single peak at half coverage becomes a minimum;
# its finite-size shift is of relative order 1/M.
T_onset = brentq(centre_step, 0.5 * Tc, 2.0 * Tc)
assert abs(T_onset / Tc - 1) < 1e-3
peak = np.argmax(log_prob(a)[:M // 2]) / M
assert abs(peak - dilute) < 3 / M
log_Z = log_count + a * pair_term
for n in (200, 1200, 3000):
    th = (n + 0.5) / M
    mu_formula = np.log(th / (1 - th)) - a * th
    assert abs((log_Z[n] - log_Z[n + 1]) - mu_formula) < 3e-3


# ---------- convexity and brute-force search over two-phase splits ----------
def best_split(theta, a_value):
    points = np.arange(1, 1000) / 1000
    low = points[points < theta - 1e-9][:, None]
    high = points[points > theta + 1e-9][None, :]
    mixed = (reduced_f(low, a_value) * (high - theta)
             + reduced_f(high, a_value) * (theta - low)) / (high - low)
    i, j = np.unravel_index(np.argmin(mixed), mixed.shape)
    return mixed[i, j] - reduced_f(theta, a_value), low[i, 0], high[0, j]


gain, found_low, found_high = best_split(theta_total, a)
assert gain < 0
assert abs(found_low - dilute) < 1.5e-3 and abs(found_high - dense) < 1.5e-3
assert best_split(0.01, a)[0] > 0          # outside the coexistence region
for th in (0.1, 0.3, 0.5, 0.8):
    assert best_split(th, 4 / 1.05)[0] > 0  # five per cent above Tc
assert best_split(0.5, 4 / 0.95)[0] < 0     # five per cent below Tc

mp.mp.dps = 40


def f_at_critical(x):
    return x * mp.log(x) + (1 - x) * mp.log(1 - x) - 2 * x**2


assert abs(mp.diff(f_at_critical, mp.mpf("0.5"), 2)) < 1e-8
assert abs(mp.diff(f_at_critical, mp.mpf("0.5"), 4) - 32) < 1e-5
assert abs(order_parameter(0.999) / np.sqrt(3 * 0.001) - 1) < 0.01

turn = minimize_scalar(lambda x: -log_pressure(x, a), bounds=(1e-3, 0.5),
                       method="bounded", options={"xatol": 1e-10})
assert abs(turn.x - spin_low) < 1e-6
p_ratio_max = np.exp(log_pressure(spin_low, a))
p_ratio_min = np.exp(log_pressure(1 - spin_low, a))

# ---------- coexistence pressure and impingement ----------
wavelength = h / np.sqrt(2 * np.pi * mass * k * T)
q_vib = (2 * np.sinh(quantum / (2 * k * T)))**-3
p_coex = (g_gas * k * T / wavelength**3 / q_vib
          * np.exp(-(eps + z * w / 2) / (k * T)))
p_unit = np.sqrt(mass * k * T)
momentum_sum = quad(lambda x: 4 * np.pi * x**2 * np.exp(-x**2 / 2),
                    0, np.inf)[0] * (p_unit / h)**3
levels = np.arange(2000) + 0.5
q_sum = np.exp(-levels * quantum / (k * T)).sum()**3
mu_surface = -eps - z * w / 2 - k * T * np.log(q_sum)
density = g_gas * momentum_sum * np.exp(mu_surface / (k * T))
assert abs(density * k * T / p_coex - 1) < 1e-6

flux = p_coex / np.sqrt(2 * np.pi * mass * k * T)
speed_unit = np.sqrt(k * T / mass)
mean_inward = speed_unit * quad(
    lambda x: x * np.exp(-x**2 / 2) / np.sqrt(2 * np.pi), 0, np.inf)[0]
assert abs(density * mean_inward / flux - 1) < 1e-6
site_rate = flux * spacing**2


# ---------- true square lattice gas by transfer matrices ----------
def strip_matrix(width, b_value):
    occ = ((np.arange(2**width)[:, None] >> np.arange(width)) & 1).astype(float)
    column = b_value * ((occ * np.roll(occ, 1, axis=1)).sum(axis=1)
                        - 2 * occ.sum(axis=1))
    side = np.exp(column / 2)
    return side[:, None] * np.exp(b_value * (occ @ occ.T)) * side, occ


def scaled_gap(width, b_value):
    values = np.linalg.eigvalsh(strip_matrix(width, b_value)[0])
    return width * np.log(values[-1] / values[-2])


Tc_true = w / (2 * k * np.arcsinh(1.0))
kT_over_w = brentq(lambda t: scaled_gap(7, 1 / t) - scaled_gap(8, 1 / t),
                   0.50, 0.65, xtol=1e-6)
Tc_strips = kT_over_w * w / k
assert abs(Tc_strips / Tc_true - 1) < 5e-3   # finite strip width

m_true = (1 - np.sinh(b / 2)**-4)**0.125
matrix, occ = strip_matrix(10, b)
vectors = np.linalg.eigh(matrix)[1]
m_strip = abs(vectors[:, -1] @ ((2 * occ.mean(axis=1) - 1) * vectors[:, -2]))
assert abs(m_strip - m_true) < 5e-3          # finite strip width
dilute_true, dense_true = (1 - m_true) / 2, (1 + m_true) / 2
assert T < Tc_true < T_hot < Tc


# ---------- chain: z = 2, at half its mean-field critical temperature ----------
def chain_coverage(shift, b_value=4.0):
    n = np.array([0.0, 1.0])
    mat = np.exp(b_value * np.outer(n, n)
                 + (shift - b_value) * (n[:, None] + n[None, :]) / 2)
    return np.linalg.eigh(mat)[1][1, -1]**2


chain_change = chain_coverage(1e-3) - chain_coverage(-1e-3)
chain_bw_jump = order_parameter(0.5)
assert 0 < chain_change < 0.01 < chain_bw_jump

# ---------- sizes of neglected effects, from rough inputs ----------
second_fraction = 0.10
Tc_second = (z * w + 4 * second_fraction * w) / (4 * k)
cohesion = 2.5 * eV
bulk_ratio = np.exp(-(eps + z * w / 2 - cohesion) / (k * T))
liquid_entropy = 2.0
bulk_ratio_liquid = bulk_ratio * np.exp(liquid_entropy)
assert bulk_ratio_liquid < 1
metal_spacing = 0.33e-9
modulus = 40e9
thickness = 0.25e-9
misfit = metal_spacing / spacing - 1
strain_energy = modulus * misfit**2 * spacing**2 * thickness
doublet_gap = 0.27 * eV
excited = 2 * np.exp(-doublet_gap / (k * T))  # degeneracies 4 and 2
barrier = 0.5 * eV
binding_error = 0.1 * eV


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


print("INPUTS (rough typical values)")
show("neighbours z", z)
show("pair attraction w", w / eV, "eV")
show("isolated binding eps", eps / eV, "eV")
show("site spacing", spacing * 1e9, "nm")
show("vibrational quantum", quantum / eV * 1e3, "meV")
show("indium mass", mass / const.atomic_mass, "u", ".3f")
show("gas degeneracy g", g_gas)
show("working temperature", T, "K")
print("MEAN-FIELD RESULTS")
show("total attraction zw", z * w / eV, "eV")
show("kT at working temperature", k * T / eV, "eV")
show("zw/kT", a)
show("Bragg-Williams Tc", Tc, "K", ".1f")
show("onset in 4000-site equal-coupling model", T_onset, "K", ".1f")
show("dilute coverage", dilute, "", ".5f")
show("dense coverage", dense, "", ".5f")
show("lower spinodal coverage", spin_low, "", ".4f")
show("upper spinodal coverage", 1 - spin_low, "", ".4f")
show("upper turning pressure / coexistence", p_ratio_max)
show("lower turning pressure / coexistence", p_ratio_min)
show("total coverage", theta_total)
show("dense area fraction", (theta_total - dilute) / m_bw)
show("free-energy change on splitting", gain * k * T / eV * 1e3, "meV/site")
print("VAPOUR")
show("thermal wavelength", wavelength * 1e9, "nm")
show("vibrational partition function", q_vib)
show("coexistence pressure", p_coex / torr, "Torr", ".3e")
show("same pressure", p_coex, "Pa", ".3e")
show("impingement per site", site_rate, "1/s", ".3e")
print("CORRELATIONS")
show("4x4 half-filled, random pairs", pairs_random)
show("4x4 half-filled, weighted pairs at BW Tc", pairs_true)
show("true square-lattice Tc", Tc_true, "K", ".1f")
show("Tc from strips 7 and 8", Tc_strips, "K", ".1f")
show("true dilute coverage", dilute_true, "", ".5f")
show("true dense coverage", dense_true, "", ".5f")
show("true dense area fraction", (theta_total - dilute_true) / m_true)
show("BW dilute coverage at 1200 K", (1 - m_hot) / 2)
show("BW dense coverage at 1200 K", (1 + m_hot) / 2)
show("chain at half BW Tc, BW jump", chain_bw_jump)
show("chain, true change for 0.002 kT in mu", chain_change)
print("OTHER NEGLECTED EFFECTS (rough inputs)")
show("BW Tc with 10% second-neighbour attraction", Tc_second, "K", ".1f")
show("pressure / bulk vapour pressure, cohesion 2.5 eV", bulk_ratio)
show("same with 2k extra liquid entropy", bulk_ratio_liquid)
show("misfit, metal spacing 0.33 nm", 100 * misfit, "%")
show("strain energy, 40 GPa and 0.25 nm", strain_energy / eV * 1e3, "meV/atom")
show("excited/ground gas atoms, gap 0.27 eV", excited)
show("hopping barrier 0.5 eV / kT", barrier / (k * T))
show("pressure factor for 0.1 eV binding error",
     np.exp(binding_error / (k * T)))
print("all assertions hold")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 111, in <module>
    assert abs((log_Z[n] - log_Z[n + 1]) - mu_formula) < 3e-3
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The formula for the chemical potential is sound; the test compared it with a finite 4000-site model whose own discreteness shifts the chemical potential by an amount of order 1/M. At 200 atoms and zw/kT = 8.7 that shift is about 0.0033 kT, just above the allowed 0.003. The program now evaluates the finite model at 4000 and 8000 sites at the same coverage and extrapolates the 1/M term away, so the tested quantity is the infinite-size limit, and the tolerance is tightened from 0.003 to 0.0001. The three coverages tested (0.05, 0.30 and 0.75) correspond to the same atom numbers as before, and no other test is changed.

Diff:

```diff
@@ -105,9 +105,19 @@
 peak = np.argmax(log_prob(a)[:M // 2]) / M
 assert abs(peak - dilute) < 3 / M
-log_Z = log_count + a * pair_term
-for n in (200, 1200, 3000):
-    th = (n + 0.5) / M
+
+
+def finite_mu(size, theta):
+    """(mu + eps)/(k*T), vibration left out, from adding one atom."""
+    n = round(theta * size) + np.array([0, 1])
+    log_Z = (gammaln(size + 1) - gammaln(n + 1) - gammaln(size - n + 1)
+             + a * n * (n - 1) / (2 * (size - 1)))
+    return log_Z[0] - log_Z[1]
+
+
+# Two sizes at equal coverage remove the finite-size shift of order 1/M.
+for th in (0.05, 0.30, 0.75):
+    mu_limit = 2 * finite_mu(2 * M, th) - finite_mu(M, th)
     mu_formula = np.log(th / (1 - th)) - a * th
-    assert abs((log_Z[n] - log_Z[n + 1]) - mu_formula) < 3e-3
+    assert abs(mu_limit - mu_formula) < 1e-4
 
 
```

After the repair:

```
INPUTS (rough typical values)
neighbours z: 4
pair attraction w: 0.15 eV
isolated binding eps: 2.5 eV
site spacing: 0.32 nm
vibrational quantum: 10 meV
indium mass: 114.818 u
gas degeneracy g: 2
working temperature: 800 K
MEAN-FIELD RESULTS
total attraction zw: 0.6 eV
kT at working temperature: 0.06894 eV
zw/kT: 8.703
Bragg-Williams Tc: 1740.7 K
onset in 4000-site equal-coupling model: 1741.5 K
dilute coverage: 0.01439
dense coverage: 0.98561
lower spinodal coverage: 0.1324
upper spinodal coverage: 0.8676
upper turning pressure / coexistence: 3.741
lower turning pressure / coexistence: 0.2673
total coverage: 0.3
dense area fraction: 0.2941
free-energy change on splitting: -21.82 meV/site
VAPOUR
thermal wavelength: 0.00576 nm
vibrational partition function: 326.8
coexistence pressure: 6.088e-09 Torr
same pressure: 8.117e-07 Pa
impingement per site: 7.226e-04 1/s
CORRELATIONS
4x4 half-filled, random pairs: 7.467
4x4 half-filled, weighted pairs at BW Tc: 8.954
true square-lattice Tc: 987.5 K
Tc from strips 7 and 8: 989.4 K
true dilute coverage: 0.02475
true dense coverage: 0.97525
true dense area fraction: 0.2896
BW dilute coverage at 1200 K: 0.0807
BW dense coverage at 1200 K: 0.9193
chain at half BW Tc, BW jump: 0.9575
chain, true change for 0.002 kT in mu: 0.003695
OTHER NEGLECTED EFFECTS (rough inputs)
BW Tc with 10% second-neighbour attraction: 1914.7 K
pressure / bulk vapour pressure, cohesion 2.5 eV: 0.01288
same with 2k extra liquid entropy: 0.09521
misfit, metal spacing 0.33 nm: 3.125 %
strain energy, 40 GPa and 0.25 nm: 6.242 meV/atom
excited/ground gas atoms, gap 0.27 eV: 0.03982
hopping barrier 0.5 eV / kT: 7.253
pressure factor for 0.1 eV binding error: 4.266
all assertions hold
```
